# Fourier Convergence Analysis of Source Iteration and Diffusion Synthetic Acceleration: a numerical check

```python
"""
Result under test: for mu f' + f = c <f> + q (lengths in mean free paths,
<.> = average over direction cosine mu, c = scattering ratio),
source iteration damps the error mode exp(i lam x) by c A(lam),
    A(lam) = <1/(1 + lam^2 mu^2)>,
so its spectral radius in an infinite medium is c.  Diffusion synthetic
acceleration (DSA) changes the factor to
    c [(1 + lam^2/3) A - 1] / (1 - c + lam^2/3),
whose maximum is about 0.2247 for c = 1 and continuous angles.
Example: spin transport through a copper film, c = 1 - 2 p, where p is the
spin-flip probability per collision (rough typical parameters).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar


def quadrature(order):
    nodes, weights = np.polynomial.legendre.leggauss(order)
    return nodes, weights / 2


def angular_average(lam, order):
    nodes, weights = quadrature(order)
    lam = np.atleast_1d(lam)
    return (weights / (1 + np.outer(lam, nodes) ** 2)).sum(axis=1)


def dsa_factor(lam, average, c):
    return c * ((1 + lam**2 / 3) * average - 1) / (1 - c + lam**2 / 3)


def radius(matrix):
    return np.abs(np.linalg.eigvals(matrix)).max()


# ---------- continuous angles ----------
for lam in (0.3, 2.5, 9.0):
    direct = quad(lambda m: 0.5 / (1 + (lam * m) ** 2), -1, 1)[0]
    assert abs(direct - np.arctan(lam) / lam) < 1e-10


def continuous_factor(lam, c=1.0):
    return dsa_factor(lam, np.arctan(lam) / lam, c)


low, high = 0.75, 7.0
window = np.linspace(low, high, 20001)
best = window[np.argmax(continuous_factor(window))]
peak = minimize_scalar(lambda s: -continuous_factor(s),
                       bounds=(best - 0.01, best + 0.01), method="bounded",
                       options={"xatol": 1e-10})
lam_peak, rho_peak = peak.x, -peak.fun
bound_low = 4 * low**2 / 15 + low**4 / 5
bound_high = np.pi / (2 * high)
assert bound_low < rho_peak and bound_high < rho_peak
small = np.linspace(0.05, low, 200)
large = np.geomspace(high, 1e3, 200)
assert np.all(continuous_factor(small) <= 4*small**2/15 + small**4/5)
assert np.all(continuous_factor(large) <= np.pi / (2 * large))
assert abs(rho_peak - 0.2247) < 1e-3
wide = np.geomspace(0.02, 1e3, 20001)
dsa_by_ratio = {}
for c_test in (0.5, 0.9, 0.99):
    dsa_by_ratio[c_test] = continuous_factor(wide, c_test).max()
    assert dsa_by_ratio[c_test] <= c_test * rho_peak + 1e-10

dsa_by_order = {}
for order in (2, 4, 8, 16):
    values = dsa_factor(wide, angular_average(wide, order), 1.0)
    assert values.min() > -1e-10      # rounding after cancellation
    dsa_by_order[order] = max(values.max(), 0.0)
assert dsa_by_order[2] < 1e-10
assert abs(dsa_by_order[16] - rho_peak) < 5e-3

# ---------- parameters of the example ----------
mfp_nm, film_nm, flip, temperature = 40.0, 800.0, 1e-3, 300.0
density_cm3 = 8.5e22
c = 1 - 2 * flip
depth = film_nm / mfp_nm
ORDER = 16


# ---------- periodic mesh: matrices from the difference equations ----------
def periodic_matrices(h, c, order, cells=60):
    nodes, weights = quadrature(order)
    eye = np.eye(cells)
    right_edge = np.roll(eye, 1, axis=1)
    difference, mean = right_edge - eye, (right_edge + eye) / 2
    sweep_matrix = sum(
        w * mean @ np.linalg.inv(m / h * difference + mean)
        for m, w in zip(nodes, weights))
    stiffness = difference.T @ difference / (3 * h)
    consistent = mean @ np.linalg.solve(
        stiffness + (1 - c) * h * mean.T @ mean, h * mean.T)
    cell_centred = np.linalg.inv(stiffness / h + (1 - c) * eye)
    source_iter = c * sweep_matrix
    residual = c * (source_iter - eye)
    return (source_iter, source_iter + consistent @ residual,
            source_iter + cell_centred @ residual)


periodic_dsa = {}
for h in (0.5, 2.0):
    si_matrix, dsa_matrix, plain_matrix = periodic_matrices(h, c, ORDER)
    theta = 2 * np.pi * np.arange(60) / 60
    lam_mesh = 2 * np.tan(theta / 2) / h
    average = angular_average(lam_mesh, ORDER)
    for matrix, formula in (
            (si_matrix, c * average),
            (dsa_matrix, dsa_factor(lam_mesh, average, c)),
            (plain_matrix, c * average - c * (1 - c * average)
             / (4 * np.sin(theta / 2)**2 / (3 * h**2) + 1 - c))):
        eigen = np.linalg.eigvals(matrix)
        assert np.abs(eigen.imag).max() < 1e-7
        assert np.allclose(np.sort(eigen.real), np.sort(formula), atol=1e-7)
    assert abs(radius(si_matrix) - c) < 1e-9
    periodic_dsa[h] = radius(dsa_matrix)
    assert periodic_dsa[h] < rho_peak + 5e-3
plain_radius = radius(plain_matrix)          # cell width 2 mean free paths
assert radius(periodic_matrices(0.5, c, 2)[1]) < 1e-7
h_limit = np.sqrt(4 / (3 * (2 * c - 1)))
assert radius(periodic_matrices(0.95 * h_limit, c, ORDER)[2]) < 1
assert radius(periodic_matrices(1.05 * h_limit, c, ORDER)[2]) > 1

# ---------- finite film: actual sweeps ----------
all_nodes, all_weights = quadrature(ORDER)
mu, weight = all_nodes[all_nodes > 0], all_weights[all_nodes > 0]
inflow_current = weight @ mu


def sweep(source, inflow, mirror, h):
    """Diamond sweep; right face reflects a fraction 'mirror' specularly."""
    cells, columns = source.shape
    slope = (mu / h)[:, None]
    flux = np.zeros((cells, columns))
    edge = np.full((len(mu), columns), float(inflow))
    for i in range(cells):
        new = ((slope - 0.5) * edge + source[i]) / (slope + 0.5)
        flux[i] += weight @ (new + edge) / 2
        edge = new
    transmitted = (1 - mirror) * ((weight * mu) @ edge)
    edge = mirror * edge
    for i in reversed(range(cells)):
        new = ((slope - 0.5) * edge + source[i]) / (slope + 0.5)
        flux[i] += weight @ (new + edge) / 2
        edge = new
    return flux, transmitted


def film(depth, c, mirror=0.0, cells=200):
    h = depth / cells
    kernel = sweep(np.eye(cells), 0, mirror, h)[0]
    first = sweep(np.zeros((cells, 1)), 1, mirror, h)[0][:, 0]
    flux = np.linalg.solve(np.eye(cells) - c * kernel, first)
    out = sweep(c * flux[:, None], 1, mirror, h)[1][0]
    return kernel, first, flux, out / inflow_current


cells = 200
h = depth / cells
kernel, first, flux, spin_transmission = film(depth, c)
charge_transmission = film(depth, 1.0)[3]
fine = film(depth, c, cells=400)[3]
assert abs(fine / spin_transmission - 1) < 1e-3
middle = (flux[cells // 2 - 1] + flux[cells // 2]) / 2

rho_si = radius(c * kernel)
lower_bound = c * (1 - np.pi**2 / (3 * depth**2))
assert lower_bound < rho_si < c

difference = np.eye(cells, cells + 1, 1) - np.eye(cells, cells + 1)
mean = (np.eye(cells, cells + 1, 1) + np.eye(cells, cells + 1)) / 2
diffusion = (difference.T @ difference / (3 * h)
             + (1 - c) * h * mean.T @ mean)
diffusion[0, 0] += 2 * inflow_current        # no incoming partial current
diffusion[-1, -1] += 2 * inflow_current
correction = mean @ np.linalg.solve(diffusion, h * mean.T)
rho_dsa = radius(c * kernel + correction @ (c * (c * kernel - np.eye(cells))))
assert abs(rho_dsa - rho_peak) < 0.03        # faces shift the modes slightly


def iterate(accelerated, target=1e-6):
    """Return count to true error < target, and state at change < target."""
    guess, size = np.zeros(cells), np.linalg.norm(flux)
    stop = None
    for count in range(1, 20001):
        new = c * kernel @ guess + first
        if accelerated:
            new = new + correction @ (c * (new - guess))
        change = np.linalg.norm(new - guess) / size
        error = np.linalg.norm(new - flux) / size
        guess = new
        if stop is None and change < target:
            stop = (count, change, error)
        if error < target and stop is not None:
            return count, stop
        if error < target and accelerated:
            return count, stop
    raise AssertionError("iteration did not converge")


count_si, stop_si = iterate(False)
count_dsa, _ = iterate(True)
error_ratio = stop_si[2] / stop_si[1]
assert abs(error_ratio / (rho_si / (1 - rho_si)) - 1) < 0.01
estimate_si = np.log(1e-6) / np.log(rho_si)
estimate_dsa = np.log(1e-6) / np.log(rho_dsa)
assert abs(count_si / estimate_si - 1) < 0.15
assert count_dsa < 20

# decay constant of the spin accumulation inside the film
m, k = cells // 2, 30
kappa = np.arccosh((flux[m + k] + flux[m - k]) / (2 * flux[m])) / (k * h)
kappa_diffusion = np.sqrt(3 * (1 - c))
assert abs(kappa / kappa_diffusion - 1) < 0.01

# ---------- Monte Carlo with explicit spin flips ----------
rng = np.random.default_rng(7)
particles = 400000
position = np.zeros(particles)
cosine = np.sqrt(rng.random(particles))      # isotropic inflow
spin = np.ones(particles)
charge_sum = spin_sum = 0.0
while position.size:
    position = position + cosine * rng.exponential(size=position.size)
    through = position > depth
    charge_sum += through.sum()
    spin_sum += spin[through].sum()
    inside = (position > 0) & ~through
    position, spin = position[inside], spin[inside]
    cosine = rng.uniform(-1, 1, position.size)
    spin = np.where(rng.random(position.size) < flip, -spin, spin)
mc_charge, mc_spin = charge_sum / particles, spin_sum / particles
mc_sigma = np.sqrt(mc_charge / particles)
assert abs(mc_charge - charge_transmission) < 4 * mc_sigma
assert abs(mc_spin - spin_transmission) < 4 * mc_sigma
wrong_ratio = film(depth, 1 - flip)[3]       # c = 1 - p must be rejected
assert abs(mc_spin - wrong_ratio) > 4 * mc_sigma

# ---------- neglected effects for the same film ----------
mirror = 0.5
_, _, flux_mirror, transmission_mirror = film(depth, c, mirror)
middle_mirror = (flux_mirror[cells//2 - 1] + flux_mirror[cells//2]) / 2
forward = 0.1          # fraction of collisions that keep the direction
transmission_forward = film(depth * (1 - c * forward),
                            c * (1 - forward) / (1 - c * forward))[3]
warm = 350.0           # phonon-limited mean free path scales as 1/T
transmission_warm = film(depth * warm / temperature, c)[3]
k_fermi = (3 * np.pi**2 * density_cm3 * 1e6) ** (1 / 3)
fermi_ev = (const.hbar * k_fermi)**2 / (2 * const.m_e) / const.e
speed = const.hbar * k_fermi / const.m_e
spin_time = mfp_nm * 1e-9 / speed / (1 - c)
field_mt = 10.0
precession = const.e / const.m_e * field_mt * 1e-3 * spin_time
smearing = const.k * temperature / const.e / fermi_ev


def percent(value, reference):
    return 100 * (value / reference - 1)


print(f"DSA peak factor, c=1, continuous angles: {rho_peak:.4f}")
print(f"  at wave number (per mean free path): {lam_peak:.3f}")
print(f"  search window: {low:.2f} to {high:.2f}")
print(f"  bounds at window ends: {bound_low:.4f}, {bound_high:.4f}")
for key, value in dsa_by_ratio.items():
    print(f"DSA radius, continuous angles, c={key}: {value:.4f}")
for key, value in dsa_by_order.items():
    print(f"DSA radius, c=1, {key} directions: {value:.4f}")
print(f"Mean free path: {mfp_nm:.0f} nm; film: {film_nm:.0f} nm")
print(f"Film thickness in mean free paths: {depth:.1f}")
print(f"Spin-flip probability per collision: {flip:.4f}")
print(f"Scattering ratio c: {c:.4f}")
print(f"Directions: {ORDER}; cells: {cells}; cell: {h*mfp_nm:.1f} nm")
for key, value in periodic_dsa.items():
    print(f"Periodic mesh, cell {key} mfp, DSA radius: {value:.4f}")
print(f"Cell-centred diffusion, cell 2 mfp, radius: {plain_radius:.3f}")
print(f"Its stability limit, cell width: {h_limit:.4f} mfp")
print(f"Film, source iteration radius: {rho_si:.5f}")
print(f"  lower bound from cosine trial: {lower_bound:.5f}")
print(f"Film, DSA radius: {rho_dsa:.4f}")
print(f"Iterations to error 1e-6, source iteration: {count_si}")
print(f"  estimate from radius: {estimate_si:.0f}")
print(f"Iterations to error 1e-6, DSA: {count_dsa}")
print(f"  estimate from radius: {estimate_dsa:.1f}")
print(f"Change first below 1e-6 at iteration: {stop_si[0]}")
print(f"  true relative error there: {stop_si[2]:.2e}")
print(f"  error/change: {error_ratio:.1f}")
print(f"  rho/(1-rho): {rho_si/(1-rho_si):.1f}")
print(f"Spin diffusion length, formula: {mfp_nm/kappa_diffusion:.0f} nm")
print(f"  from computed profile: {mfp_nm/kappa:.0f} nm")
print(f"Mid-film accumulation / injected value: {middle:.4f}")
print(f"Spin transmission, ordinates: {spin_transmission:.4f}")
print(f"  Monte Carlo: {mc_spin:.4f} +- {mc_sigma:.4f}")
print(f"Charge transmission, ordinates: {charge_transmission:.4f}")
print(f"  Monte Carlo: {mc_charge:.4f} +- {mc_sigma:.4f}")
print(f"Monte Carlo particles: {particles}")
print(f"Spin transmission if c were 1-p: {wrong_ratio:.4f}")
print(f"Sink reflecting {mirror:.1f}: transmission change "
      f"{percent(transmission_mirror, spin_transmission):.1f} %")
print(f"  mid-film change {percent(middle_mirror, middle):.1f} %")
print(f"Forward fraction {forward:.1f}: transmission change "
      f"{percent(transmission_forward, spin_transmission):.1f} %")
print(f"Film at {warm:.0f} K, not {temperature:.0f} K: change "
      f"{percent(transmission_warm, spin_transmission):.1f} %")
print(f"Electron density: {density_cm3:.1e} cm^-3")
print(f"Free-electron Fermi energy: {fermi_ev:.2f} eV")
print(f"Thermal smearing kT/E_F: {smearing:.4f}")
print(f"Wave parameter 1/(k_F mfp): {1/(k_fermi*mfp_nm*1e-9):.5f}")
print(f"Spin lifetime: {spin_time*1e12:.1f} ps")
print(f"Precession in {field_mt:.0f} mT per lifetime: {precession:.3f} rad")
print("PASS")
```

Output:

```
DSA peak factor, c=1, continuous angles: 0.2247
  at wave number (per mean free path): 2.529
  search window: 0.75 to 7.00
  bounds at window ends: 0.2133, 0.2244
DSA radius, continuous angles, c=0.5: 0.0958
DSA radius, continuous angles, c=0.9: 0.1939
DSA radius, continuous angles, c=0.99: 0.2214
DSA radius, c=1, 2 directions: 0.0000
DSA radius, c=1, 4 directions: 0.1848
DSA radius, c=1, 8 directions: 0.2224
DSA radius, c=1, 16 directions: 0.2247
Mean free path: 40 nm; film: 800 nm
Film thickness in mean free paths: 20.0
Spin-flip probability per collision: 0.0010
Scattering ratio c: 0.9980
Directions: 16; cells: 200; cell: 4.0 nm
Periodic mesh, cell 0.5 mfp, DSA radius: 0.2239
Periodic mesh, cell 2.0 mfp, DSA radius: 0.2239
Cell-centred diffusion, cell 2 mfp, radius: 2.976
Its stability limit, cell width: 1.1570 mfp
Film, source iteration radius: 0.99093
  lower bound from cosine trial: 0.98979
Film, DSA radius: 0.2236
Iterations to error 1e-6, source iteration: 1485
  estimate from radius: 1516
Iterations to error 1e-6, DSA: 8
  estimate from radius: 9.2
Change first below 1e-6 at iteration: 970
  true relative error there: 1.09e-04
  error/change: 109.2
  rho/(1-rho): 109.2
Spin diffusion length, formula: 516 nm
  from computed profile: 517 nm
Mid-film accumulation / injected value: 0.3667
Spin transmission, ordinates: 0.0408
  Monte Carlo: 0.0414 +- 0.0004
Charge transmission, ordinates: 0.0621
  Monte Carlo: 0.0628 +- 0.0004
Monte Carlo particles: 400000
Spin transmission if c were 1-p: 0.0499
Sink reflecting 0.5: transmission change -9.7 %
  mid-film change 3.8 %
Forward fraction 0.1: transmission change 14.1 %
Film at 350 K, not 300 K: change -23.9 %
Electron density: 8.5e+22 cm^-3
Free-electron Fermi energy: 7.05 eV
Thermal smearing kT/E_F: 0.0037
Wave parameter 1/(k_F mfp): 0.00184
Spin lifetime: 12.7 ps
Precession in 10 mT per lifetime: 0.022 rad
PASS
```
